# Acceptor Kramers doublets carry opposite quadrupoles that cancel over the quartet

Take a shallow acceptor with parameters typical of germanium, and use the spherical four-band model. At 10 nm from the centre, a hole in the ground state with angular momentum projection $m=1/2$ is 3.9 times denser on the $z$ axis than in the equatorial plane. In the state $m=3/2$ of the same level, the density on the axis is only 0.016 of that in the plane. Yet the Hamiltonian has no preferred axis, and the level grows out of a hydrogenic 1S state.

These numbers contradict the inference that a 1S-like level in a spherical model must consist of round states. Spherical symmetry makes the sum over the degenerate level round. It does not make each member round.

## The counter-example

**The Hamiltonian.** Hole energies are counted positive, $\mathbf J$ is the spin-3/2 operator of the valence-band top, and the split-off band is left out. With one anisotropy parameter $\gamma$,

$$H=\frac{\hbar^2}{2m_0}\Big[\big(\gamma_1+\tfrac52\gamma\big)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\Big]-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}.$$

For a unit vector $\mathbf n$ define

$$Q(\mathbf n)=\tfrac54-(\mathbf J\cdot\mathbf n)^2 .$$

Since $(\mathbf J\cdot\mathbf n)^2$ has eigenvalues $9/4$ and $1/4$, $Q$ has eigenvalues $-1$ (heavy hole) and $+1$ (light hole), so $Q^2=1$. Substituting $(\mathbf k\cdot\mathbf J)^2=k^2(\tfrac54-Q(\hat{\mathbf k}))$ turns the bracket into $k^2(\gamma_1+2\gamma Q)$. With lengths in $a^*=\varepsilon\gamma_1a_0$ and energies in $\mathrm{Ry}^*=\mathrm{Ry}/(\varepsilon^2\gamma_1)$,

$$H=k^2\,[1+\mu Q(\hat{\mathbf k})]-\frac2r,\qquad \mu=\frac{2\gamma}{\gamma_1}.$$

**Five matrices.** Expanding the square in $Q$ gives $Q(\mathbf n)=\sum_a d_a(\mathbf n)\Gamma_a$, with

$$d=\Big(P_2(n_z),\ \tfrac{\sqrt3}{2}(n_x^2-n_y^2),\ \sqrt3n_xn_y,\ \sqrt3n_yn_z,\ \sqrt3n_zn_x\Big).$$

Here $P_2(n_z)=(3n_z^2-1)/2$, $\Gamma_1=\tfrac54-J_z^2$, $\Gamma_2=-(J_x^2-J_y^2)/\sqrt3$, and $\Gamma_3=-(J_xJ_y+J_yJ_x)/\sqrt3$; $\Gamma_4$ and $\Gamma_5$ follow from $\Gamma_3$ with the pairs $yz$ and $zx$. Label the spin states $3/2,1/2,-1/2,-3/2$ as $\uparrow\uparrow,\uparrow\downarrow,\downarrow\uparrow,\downarrow\downarrow$, and let Pauli matrices $\sigma$ and $\tau$ act on the first and second arrow. The matrix elements of $\mathbf J$ then give

$$\Gamma=-(\sigma_z\tau_z,\ \sigma_x,\ \sigma_y,\ \sigma_z\tau_y,\ \sigma_z\tau_x).$$

Each squares to one and any two anticommute: $\Gamma_a\Gamma_b+\Gamma_b\Gamma_a=2\delta_{ab}$. Each is traceless. A product of three has zero trace too: if two factors coincide it reduces to $\pm$ a single $\Gamma$, and if all differ, a fourth $\Gamma$ anticommutes with it.

**Form of the ground states.** $H$ conserves parity and $\mathbf F=\mathbf L+\mathbf J$. The level that grows out of 1S has $F=3/2$ and even parity, so $L$ can be 0 or 2. The $L=0$ part is a constant spinor $\chi$ times a radial function. The $L=2$ part is $Q(\mathbf n)\chi$ times a radial function: $Q$ is unchanged when space and spin rotate together, so $Q\chi$ transforms as $\chi$ does, and the $d_a$ are pure $L=2$ functions. There is one way to couple $L=2$ and $J=3/2$ to $F=3/2$, so nothing is missing. Hence

$$\psi=\frac{1}{\sqrt{4\pi}}\,[f(r)+g(r)Q(\mathbf n)]\chi,\qquad \int_0^\infty(f^2+g^2)\,r^2dr=1 .$$

**Radial equations.** Write $Q=\sum_{ij}n_in_jT_{ij}$ with $T_{ij}=\tfrac54\delta_{ij}-\tfrac12(J_iJ_j+J_jJ_i)$, which satisfies $\sum_iT_{ii}=0$. Then $k^2Q(\hat{\mathbf k})=-\sum T_{ij}\partial_i\partial_j$. For a radial function,

$$\partial_i\partial_jf=\frac{f'}{r}\delta_{ij}+\Big(f''-\frac{f'}r\Big)n_in_j ,$$

and the $\delta_{ij}$ term drops out, so $k^2Q(\hat{\mathbf k})f=-(f''-f'/r)\,Q(\mathbf n)$.

Acting on $gQ\chi$, the same operator must return $A\chi+BQ\chi$, by the symmetry argument above. Multiplying by $Q$ and taking the spin trace isolates $B$ as a sum of traces of three $\Gamma$ matrices, so $B=0$. Hermiticity fixes $A$. For regular, decaying functions, two integrations by parts give

$$\int fA\,r^2dr=-\int g\,(r^2f''-rf')\,dr=-\int f\,[(r^2g)''+(rg)']\,dr ,$$

and expanding the last bracket gives $A=-(g''+5g'/r+3g/r^2)$. With the ordinary Laplacian for $L=0$ and $L=2$,

$$-f''-\frac{2f'}r-\mu\Big(g''+\frac{5g'}r+\frac{3g}{r^2}\Big)-\frac{2f}r=Ef,$$

$$-g''-\frac{2g'}r+\frac{6g}{r^2}-\mu\Big(f''-\frac{f'}r\Big)-\frac{2g}r=Eg.$$

**Density.** Density here means that of the envelopes, which leaves out the structure of the band-edge states inside each unit cell. Summed over spin components, and with $Q^2=1$,

$$\rho=\frac1{4\pi}\big[f^2+g^2+2fg\,\chi^\dagger Q\chi\big].$$

The d envelope by itself gives the round density $g^2/4\pi$. All angular dependence comes from the interference of s and d.

For $\chi=|m\rangle$, the symmetrized products $J_iJ_j+J_jJ_i$ with $i\neq j$ have no diagonal elements, and $\langle J_x^2\rangle=\langle J_y^2\rangle=(\tfrac{15}4-m^2)/2$. With $c=n_z$,

- $m=\pm\tfrac32$: $\langle(\mathbf J\cdot\mathbf n)^2\rangle=\tfrac94c^2+\tfrac34(1-c^2)$, so $\langle Q\rangle=\tfrac12-\tfrac32c^2=-P_2$;
- $m=\pm\tfrac12$: $\langle(\mathbf J\cdot\mathbf n)^2\rangle=\tfrac14c^2+\tfrac74(1-c^2)$, so $\langle Q\rangle=-\tfrac12+\tfrac32c^2=+P_2$.

Therefore

$$\rho_{\pm1/2}=\frac{f^2+g^2+2fgP_2}{4\pi},\qquad \rho_{\pm3/2}=\frac{f^2+g^2-2fgP_2}{4\pi}.$$

The four densities add up to $(f^2+g^2)/\pi$, which is round at every radius. Since $3z^2-r^2=2r^2P_2$ and $\int P_2^2\,d\Omega=4\pi/5$,

$$\langle3z^2-r^2\rangle_{\pm1/2}=\frac{2\cdot2}{4\pi}\cdot\frac{4\pi}5\int fg\,r^4dr=\frac45I,\qquad I=\int_0^\infty fg\,r^4dr,$$

and the value for $m=\pm3/2$ is $-\tfrac45I$. These are moments of the hole number density; the charge moment has an extra factor $e$.

**Numbers.** Rough germanium values are $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$ and $\varepsilon=15.4$. The spherical average is $\gamma=(2\gamma_2+3\gamma_3)/5=5.1$, so $\mu=10.2/13.4=0.761$. The units are $a^*=10.92$ nm and $\mathrm{Ry}^*=4.28$ meV.

The radial equations give a binding energy of $2.226\ \mathrm{Ry}^*=9.53$ meV, an s weight $P_s=0.73$, a d weight $P_d=0.27$, and $I=0.3412\,a^{*2}$. Hence

$$\langle3z^2-r^2\rangle_{\pm1/2}=0.8\times0.3412\times(10.92\ \mathrm{nm})^2=32.55\ \mathrm{nm}^2 .$$

As a test, the full three-dimensional Hamiltonian was diagonalized with envelopes up to $L=6$ and no assumption about $F$. It gives the same binding energy to within $10^{-4}\ \mathrm{Ry}^*$ and quadrupoles of $+32.6$ and $-32.6\ \mathrm{nm}^2$; the complete values are in the numerical output.

At $r=10$ nm the ratio is $g/f=0.805$. On the axis $P_2=1$ and in the plane $P_2=-\tfrac12$, so the ratio of axial to equatorial density for $m=1/2$ is

$$\frac{(1+0.805)^2}{1+0.805^2-0.805}=3.9 .$$

For $m=3/2$ it is $(1-0.805)^2/(1+0.805^2+0.805)=0.016$. At this radius the d envelope supplies $0.805^2/(1+0.805^2)=39\%$ of the angle-averaged density, more than its overall weight of 27%. The interference is linear in $g$, so even a smaller d part would leave a visible anisotropy.

With an rms radius of 9.78 nm, $\langle r^2\rangle=95.6\ \mathrm{nm}^2$. The rms extent along $z$ is $\sqrt{(95.6+32.6)/3}=6.5$ nm for $m=1/2$ and $\sqrt{(95.6-32.6)/3}=4.6$ nm for $m=3/2$. The flat cloud belongs to the states whose band mass along $z$ is heavy.

**Weak coupling.** For $\mu\to0$ the sign and size of $I$ follow in closed form. To first order $f=2e^{-r}$, $E=-1$, and $g$ obeys $\Lambda g=\mu(f''-f'/r)=2\mu(1+1/r)e^{-r}$ with

$$\Lambda=-\frac{d^2}{dr^2}-\frac2r\frac d{dr}+\frac6{r^2}-\frac2r+1 .$$

Direct differentiation gives $\Lambda(r^ne^{-r})=[(6-n(n+1))r^{n-2}+2nr^{n-1}]e^{-r}$. Thus $w=(r^3/6+r^2/4)e^{-r}$ satisfies $\Lambda w=r^2e^{-r}$. Since $\Lambda$ is Hermitian with weight $r^2$,

$$I=2\int g\,(\Lambda w)\,r^2dr=2\int w\,(\Lambda g)\,r^2dr=4\mu\int_0^\infty\Big(\frac{r^5}6+\frac{5r^4}{12}+\frac{r^3}4\Big)e^{-2r}dr .$$

The three terms integrate to $\tfrac5{16}$, $\tfrac5{16}$ and $\tfrac3{32}$, so $I=\tfrac{23}8\mu$ in units of $a^{*2}$. It is positive, which makes the $\pm1/2$ cloud long. At $\mu=0$ it vanishes together with $g$, and each state is round.

This law cannot be carried to germanium. Because $2fg\le f^2+g^2$, $I$ cannot exceed $\langle r^2\rangle/2$, whereas at $\mu=0.761$ the law gives $2.19$ against an unperturbed $\langle r^2\rangle/2=1.5$. The full solution is a smaller cloud, with a quadrupole at $32.6/(0.4\times95.6)=85\%$ of the bound $\tfrac25\langle r^2\rangle$.

## The general statement and its proof

One could suspect that the choice of $z$ axis produced the shapes, and that some other combination of the four states is round. None is.

**Statement.** In the spherical model with $I\neq0$, every Kramers doublet of the ground quartet has a nonzero quadrupole. All states within one doublet have the same density, and the orthogonal doublet has the opposite quadrupole.

**Proof.** Let $K$ be time reversal. For half-integer spin $K^2=-1$, so $\chi$ and $K\chi$ are orthogonal; let $P$ project onto their span. $P$ is Hermitian and commutes with $K$.

Hermitian operators on a spin 3/2 are combinations of tensors of rank 0 to 3 in $\mathbf J$. Since $K$ reverses $\mathbf J$, only ranks 0 and 2 commute with it, which are spanned by $1$ and the five $\Gamma_a$. Set $v_a=\tfrac12\mathrm{Tr}(P\Gamma_a)$. From $\mathrm{Tr}P=2$ and $\mathrm{Tr}\,\Gamma_a\Gamma_b=4\delta_{ab}$,

$$P=\tfrac12\Big(1+\sum_av_a\Gamma_a\Big).$$

By anticommutation $P^2=\tfrac14(1+|v|^2+2\sum_av_a\Gamma_a)$. The condition $P^2=P$ requires

$$|v|^2=1 .$$

Because $\Gamma_a$ commutes with $K$, it has equal expectation values in $\chi$ and $K\chi$, so $\chi^\dagger\Gamma_a\chi=v_a$. Any other state of the doublet generates the same $P$ and hence the same $v$. The density is therefore

$$\rho=\frac1{4\pi}\Big[f^2+g^2+2fg\sum_av_ad_a(\mathbf n)\Big],$$

and, since the angular average of $d_ad_b$ is $\delta_{ab}/5$, the five quadrupole moments are $2\langle r^2d_a\rangle=\tfrac45I\,v_a$. They cannot all vanish, because $v$ has unit length. The orthogonal doublet has projector $1-P=\tfrac12(1-\sum_av_a\Gamma_a)$, hence $-v$. $\square$

The moment $\langle3z^2-r^2\rangle=\tfrac45Iv_1$ alone can vanish. A doublet with $v=(0,1,0,0,0)$ has none, but it is elongated along $x$ relative to $y$. A round density needs a mixture of doublets with zero mean $v$, such as equal populations of all four states.

## When the doublets separate

A perturbation that splits the quartet makes the shapes matter. Let strain shift the band edge by $\tfrac D2\Gamma_1$, which lowers the $\pm3/2$ band states by $D/2$ and raises the $\pm1/2$ states by the same amount. To first order its action within the quartet is the angular average of

$$(f+gQ)\Gamma_1(f+gQ)=f^2\Gamma_1+2fg\,d_1+g^2(2d_1Q-\Gamma_1),$$

where $Q\Gamma_1+\Gamma_1Q=2d_1$ was used twice. The middle term averages to zero, and $2d_1Q$ averages to $\tfrac25\Gamma_1$. The acceptor splitting is thus

$$\Delta=D\,(P_s-\tfrac35P_d)=0.572\,D$$

for the spherical germanium parameters. Three-dimensional diagonalization at small $D$ gives the same factor, 0.572.

## What survives in a cubic crystal

With $\gamma_2\neq\gamma_3$, $F$ is no longer conserved, but the ground level remains a quartet. Its summed density has cubic symmetry. A threefold rotation about [111] makes the $xx$, $yy$ and $zz$ quadrupole components equal, so with zero trace they vanish; fourfold rotations reverse the sign of the off-diagonal ones, which vanish too. The quadrupoles of orthogonal doublets still cancel.

The sum is no longer round. Over the quartet, $\langle r^4P_4\rangle/\langle r^4\rangle\approx-0.09$, with $P_4$ the fourth Legendre polynomial of $n_z$, whereas it vanishes in the spherical model. The negative sign means that the $L=4$ part of the density is depleted along the cube axes. The single axis-to-plane ratio of 3.9 therefore belongs to the spherical model only: in the cubic model at 10 nm, with envelopes up to $L=8$, the density of the $\pm1/2$ doublet along [001] is about 4 times that along [100] but about equal to that along [110].

The projector argument also carries over, with $\Gamma_a$ now acting on the four cubic states. Under cubic rotations the five matrices fall into two irreducible sets, $\{\Gamma_1,\Gamma_2\}$ and $\{\Gamma_3,\Gamma_4,\Gamma_5\}$, so two constants replace $\tfrac45I$. For the germanium values they are

- $17.0\ \mathrm{nm}^2$ for the first set, seen in doublets aligned with [001];
- $37.1\ \mathrm{nm}^2$ for the second set, seen in doublets aligned with [111].

Neither is zero, so here too no doublet is free of a quadrupole. The spherical value, 32.6, lies between them. The larger constant goes with the larger band parameter $\gamma_3$, and so with the axis of larger heavy–light mass contrast. Exchanging the values of $\gamma_2$ and $\gamma_3$ reverses the order: the constants become about 55 and $27\ \mathrm{nm}^2$.

Interference of s and d is no longer the sole source. It supplies 1.25 times the [001] quadrupole, or $21.2\ \mathrm{nm}^2$, and the remaining terms, mainly the interference of d with $L=4$ envelopes, subtract $4.2\ \mathrm{nm}^2$.

Now let a chosen band-edge splitting $D=0.5$ meV along [001] favour $\pm3/2$. The acceptor level splits by $\Delta=0.246$ meV, and the quadrupoles become $-17.9$ and $+15.8\ \mathrm{nm}^2$. They no longer cancel exactly, because the perturbation mixes in higher levels; the next even one of the same symmetry class lies 7.1 meV up. At 4.2 K, $k_BT=0.362$ meV, and the lower doublet holds the fraction $1/(1+e^{-0.246/0.362})=0.66$ of the holes. The thermal mean is

$$0.664\times(-17.86)+0.336\times15.82=-6.5\ \mathrm{nm}^2 .$$

## Relation to real germanium

The cubic model binds the hole by 10.1 meV; shallow acceptors in germanium lie at roughly 11 meV, with differences between elements that a pure Coulomb centre cannot give. Those differences show that the Coulomb form of the potential fails close to the impurity. A short-range well of 0.3 nm range, tuned to add 1 meV of binding, lowers the [001] quadrupole from 16.7 to $14.1\ \mathrm{nm}^2$, or by 16%, with envelopes up to $L=4$ in both cases. Such a well is more than 1 eV deep and narrower than the lattice constant, so the four-band model is not reliable inside it; the 16% indicates sensitivity and is not a prediction for a particular element. Stopping at $L=4$ instead of 6 changes the quadrupole by 2%, so its third digit is not settled. The split-off band, at roughly 0.29 eV, is 29 times the binding energy away, yet it is not negligible: including it, with envelopes up to $L=6$, lowers the [001] quadrupole from 17.0 to about $15\ \mathrm{nm}^2$. At $10^{14}\ \mathrm{cm}^{-3}$ each acceptor has a sphere of radius 134 nm to itself, against an rms radius of 9.3 nm, so direct overlap is small. An electric field $\mathcal E$ lowers the Coulomb barrier to $-2\sqrt{e^3\mathcal E/(4\pi\varepsilon_0\varepsilon)}$, which reaches the bound level at about 2.7 kV/cm. In practice the limit at helium temperature is far lower, because free holes accelerated by the field ionize shallow acceptors by impact, typically at fields of order 10 V/cm in pure germanium. Unintended strain matters as well: a splitting comparable with $k_BT$ already leaves a net quadrupole, as the example shows.

## Computed values

```
INPUT (rough germanium values, chosen conditions)
gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7
relative permittivity = 15.4
spherical gamma = 5.100, mu = 0.7612
length unit a* = 10.920 nm
energy unit Ry* = 4.2813 meV
SPHERICAL MODEL
binding, radial equations = 2.22639 Ry*
binding, 3D diagonalization = 2.22638 Ry*
binding = 9.532 meV
s weight = 0.7325, d weight = 0.2675
integral f g r^4 dr = 0.3412 a*^2
rms radius = 9.775 nm
<3z2-r2> formula, m=1/2 = 32.554 nm^2
<3z2-r2> 3D, m=1/2 = 32.554 nm^2
<3z2-r2> 3D, m=3/2 = -32.554 nm^2
g/f at r = 10 nm: 0.8047
pole/equator density at 10 nm, m=1/2: 3.864
pole/equator density at 10 nm, m=3/2: 0.0156
strain factor: formula 0.5720, 3D 0.5720
CUBIC MODEL, L up to 6
binding = 10.134 meV, rms radius = 9.326 nm
[001] doublets: <3z2-r2> = +-17.037 nm^2
[111] doublets: same along [111] = +-37.066 nm^2
s-d share of the [001] quadrupole = 1.2454
m=1/2: rms z = 5.888 nm, rms x = 5.114 nm
m=3/2: rms z = 4.828 nm, rms x = 5.642 nm
quartet <r4 P4>/<r4>: spherical 4.8e-13, cubic -0.09207
BAND-EDGE SPLITTING ALONG [001], m=3/2 LOWER
band splitting = 0.5 meV, T = 4.2 K
acceptor splitting = 0.2460 meV
<3z2-r2>: m=3/2 -17.863, m=1/2 15.816 nm^2
lower doublet population = 0.6637
thermal mean <3z2-r2> = -6.535 nm^2
SIZE OF NEGLECTED EFFECTS
[001] quadrupole, L up to 4 only = 16.730 nm^2
central cell: range 0.3 nm, added binding 1.0 meV
[001] quadrupole with central cell = 14.132 nm^2
next even level, same F_z class: 7.056 meV above
split-off energy (rough) = 0.29 eV
binding/split-off energy = 0.0349
thermal energy kT = 0.3619 meV
field scale binding/(e rms) = 10.87 kV/cm
acceptor density = 1e+14 cm^-3
radius of volume per acceptor = 133.7 nm
```
